# A quarter-wave acoustic layer between two unequal solids

## Problem

A plane elastic wave of one polarization travels in a solid of acoustic impedance $Z_1$. At normal incidence it meets a uniform layer of impedance $Z_2$ and thickness $d$, behind which lies a second solid of impedance $Z_3$. Both outer solids extend indefinitely. The interfaces are flat, sharp and firmly bonded, and nothing absorbs the wave. All wavelengths are long against the atomic spacing, so each medium is a continuum with a frequency-independent sound velocity $v$.

The impedance is $Z=\rho v$, with $\rho$ the mass density. Only ratios of impedances will matter; take $Z_1:Z_2:Z_3=1:2:4$. The algebra uses $\hbar=k_B=1$, so $\omega$ is both the angular frequency and the phonon energy. For numbers, energies are in eV and lengths in angstrom, and a velocity is given as $\hbar v$. The chosen model parameters are $d=100$ Å and $\hbar v_2=0.03$ eV Å.

1. Find the fraction $T(\omega)$ of the incident energy flux that reaches the last solid.
2. Find the energy $\omega_0$ at which the layer is a quarter of a wavelength thick. What is $T$ at $\omega_0$ and at $2\omega_0$?
3. For $Z_1\neq Z_3$, which conditions make the reflection vanish?
4. Explain the two values of $T$ by adding the echoes that leave the layer.

## Hints

**Hint 1.** Use the displacement $u$ and the stress divided by $\omega$, called $s$. Both are continuous at a bonded interface.

**Hint 2.** Behind the layer there is one outgoing wave. Start there and work backwards.

**Hint 3.** Energy flux depends on impedance as well as on squared displacement.

**Hint 4.** In the echo picture, count every round trip inside the layer, not just the first.

## Solution

### 1. The transmitted flux

Let all fields vary in time as $e^{-i\omega t}$. With stiffness $C=\rho v^2=Zv$, the stress is $\omega s=Cu'$, where the prime means $d/dx$. Newton's law reads $-\rho\omega^2u=\omega s'$. Inserting $C=Zv$, $\rho=Z/v$ and $k=\omega/v$ gives

$$u'=\frac{k}{Z}\,s,\qquad s'=-kZ\,u .$$

A wave $e^{ikx}$ moving to the right therefore has $s=iZu$, and a wave $e^{-ikx}$ moving to the left has $s=-iZu$.

The mean energy flux to the right is minus the time average of stress times velocity. Since the velocity amplitude is $-i\omega u$,

$$J=-\tfrac12\,\mathrm{Re}\left[\omega s^*(-i\omega u)\right]=\tfrac12\omega^2\,\mathrm{Re}(i s^*u).$$

For a right-moving wave this is $\tfrac12\omega^2Z|u|^2$.

Place the layer between $x=0$ and $x=d$. At its back face $u(d)=t$ and $s(d)=iZ_3t$. Inside the layer $u''=-k_2^2u$, and the solution with these end values is

$$u(x)=u(d)\cos k_2(d-x)-\frac{s(d)}{Z_2}\sin k_2(d-x),$$

$$s(x)=\frac{Z_2}{k_2}u'(x)=s(d)\cos k_2(d-x)+Z_2u(d)\sin k_2(d-x).$$

Define the phase $\varphi=k_2d=\omega d/v_2$. At the front face,

$$u(0)=t\left[\cos\varphi-i\frac{Z_3}{Z_2}\sin\varphi\right],\qquad
s(0)=t\left[iZ_3\cos\varphi+Z_2\sin\varphi\right].$$

In the first solid let the incident and reflected amplitudes at $x=0$ be $a$ and $b$. Then $u(0)=a+b$ and $s(0)=iZ_1(a-b)$, so

$$a=\tfrac12\left[u(0)+\frac{s(0)}{iZ_1}\right],\qquad b=\tfrac12\left[u(0)-\frac{s(0)}{iZ_1}\right].$$

Because $1/i=-i$, we have $s(0)/(iZ_1)=t[(Z_3/Z_1)\cos\varphi-i(Z_2/Z_1)\sin\varphi]$. Hence

$$a=\frac t2\left[\left(1+\frac{Z_3}{Z_1}\right)\cos\varphi-i\left(\frac{Z_2}{Z_1}+\frac{Z_3}{Z_2}\right)\sin\varphi\right],$$

$$b=\frac t2\left[\left(1-\frac{Z_3}{Z_1}\right)\cos\varphi+i\left(\frac{Z_2}{Z_1}-\frac{Z_3}{Z_2}\right)\sin\varphi\right].$$

The transmitted fraction is the ratio of fluxes, $T=Z_3|t|^2/(Z_1|a|^2)$. Taking $|a|^2$ and multiplying numerator and denominator by $Z_1^2$ gives

$$\boxed{T=\frac{4Z_1Z_3}{(Z_1+Z_3)^2\cos^2\varphi+\left(Z_2+Z_1Z_3/Z_2\right)^2\sin^2\varphi}}$$

The flux is the same at every $x$: $(s^*u)'=(k/Z)|s|^2-kZ|u|^2$ is real, so the real part of $i(s^*u)'$ is zero. In the first solid $J=\tfrac12\omega^2Z_1(|a|^2-|b|^2)$, and therefore $|b/a|^2+T=1$.

### 2. The design energy and its double

A quarter wavelength means $k_2d=\pi/2$, so

$$\omega_0=\frac{\pi v_2}{2d},\qquad \hbar\omega_0=\frac{\pi\times0.03}{2\times100}\ \text{eV}=0.000471\ \text{eV},$$

or 0.114 THz as an ordinary frequency. The wavelength in the layer is then 400 Å.

For the impedances 1, 2, 4 we have $4Z_1Z_3=16$, $Z_1+Z_3=5$ and $Z_2+Z_1Z_3/Z_2=4$. Thus

$$T=\frac{16}{25\cos^2\varphi+16\sin^2\varphi}=\frac{16}{16+9\cos^2\varphi}.$$

At $\omega_0$, $\cos\varphi=0$ and $T=1$. At $2\omega_0$, or 0.000942 eV, $\cos^2\varphi=1$ and $T=16/25=0.64$. These are the largest and smallest values this layer can give. They recur at odd and even multiples of $\omega_0$ respectively. Halfway between, at $1.5\,\omega_0$, $\cos^2\varphi=1/2$ and $T=16/20.5=0.78$.

The ratio $s/(iu)$ at the front face shows why. It is the impedance that the first solid meets. For $\varphi=\pi/2$,

$$\frac{s(0)}{iu(0)}=\frac{Z_2}{i(-iZ_3/Z_2)}=\frac{Z_2^2}{Z_3}=1=Z_1,$$

so the incident wave meets its own impedance. For $\varphi=\pi$ both $u$ and $s$ merely change sign across the layer. Their ratio stays $iZ_3$, and the first solid meets impedance 4 as if the layer were absent. The bare contact has

$$T=\frac{4Z_1Z_3}{(Z_1+Z_3)^2}=0.64 .$$

Full transmission does not mean equal displacement. At $\omega_0$ the flux balance $Z_3|t|^2=Z_1|a|^2$ gives $|t/a|=1/2$: the last solid, with its higher impedance, carries the same energy flux with half the displacement amplitude.

### 3. When the reflection vanishes

The two terms in the bracket of $b$ are real and imaginary, so each must be zero. With $Z_1\neq Z_3$ the first requires $\cos\varphi=0$. Then $\sin\varphi=\pm1$, and the second requires $Z_2/Z_1=Z_3/Z_2$. The conditions are

$$\omega=(2n+1)\,\omega_0\quad(n=0,1,2,\dots),\qquad Z_2=\sqrt{Z_1Z_3}.$$

Thickness and impedance must both be right. These conditions belong to the ideal model: absorption removes flux, rough interfaces scatter it, and at oblique incidence the phase changes and polarizations can mix.

### 4. The echoes

At a single interface from medium $i$ to medium $j$, an incident displacement 1 produces a reflected $r_{ij}$ and a transmitted $t_{ij}$. Continuity of $u$ and $s$ gives $1+r_{ij}=t_{ij}$ and $Z_i(1-r_{ij})=Z_jt_{ij}$, hence

$$r_{ij}=\frac{Z_i-Z_j}{Z_i+Z_j},\qquad t_{ij}=\frac{2Z_i}{Z_i+Z_j}.$$

Here $r_{12}=r_{23}=-1/3$, $r_{21}=+1/3$, $t_{12}=2/3$ and $t_{21}=4/3$. A round trip through the layer adds the phase factor $e^{2i\varphi}$. The first echo to return to the first solid is

$$t_{12}r_{23}t_{21}e^{2i\varphi}=-\frac{8}{27}e^{2i\varphi},$$

and each later echo is the previous one times $r_{21}r_{23}e^{2i\varphi}=-\tfrac19e^{2i\varphi}$. Summing the geometric series and adding the front reflection,

$$\frac ba=-\frac13-\frac{(8/27)\,e^{2i\varphi}}{1+\tfrac19e^{2i\varphi}}.$$

At $\omega_0$, $e^{2i\varphi}=-1$. The first echo is $+8/27=0.296$, which leaves part of the front reflection uncancelled. All echoes together give $(8/27)/(8/9)=1/3$, and the cancellation is complete.

At $2\omega_0$, $e^{2i\varphi}=+1$. The echoes sum to $-(8/27)/(10/9)=-4/15$ and now reinforce the front reflection. The total is $-1/3-4/15=-3/5$, so the reflected flux fraction is $0.36$ and the transmitted one $0.64$.

## Variation 1: the arithmetic mean

**Question.** Replace the layer impedance by $2.5$, the arithmetic mean of 1 and 4, keeping $d$ and $v_2$. What changes?

**Solution.** The design energy is unchanged because it depends on $d$ and $v_2$. At $\omega_0$,

$$T=\frac{16}{(2.5+4/2.5)^2}=\frac{16}{4.1^2}=0.952,$$

so about 5 percent of the incident flux is reflected. At $2\omega_0$ the layer impedance drops out and $T$ is still $0.64$.

To see which quarter-wave layers help at all, compare the two brackets in the denominator of $T$:

$$Z_2+\frac{Z_1Z_3}{Z_2}-(Z_1+Z_3)=\frac{(Z_2-Z_1)(Z_2-Z_3)}{Z_2}.$$

This is negative when $Z_2$ lies between $Z_1$ and $Z_3$, and the layer then transmits more at $\omega_0$ than the bare contact. Outside that range the difference is positive and the layer transmits less.

## Variation 2: heat instead of a single wave

**Question.** Return to $Z_2=2$. Let heat flow through one one-dimensional phonon channel with the same $T(\omega)$. How does its conductance compare with that of a perfectly transmitting channel when the thermal energy $\theta$ ($k_B$ times temperature) is small or large against $v_2/d$?

**Solution.** Phonons arrive in the interval $d\omega$ at the rate $n\,d\omega/2\pi$, since the velocity cancels the density of states. Here $n=1/(e^{\omega/\theta}-1)$. The formula for $T$ is unchanged when $Z_1$ and $Z_3$ are exchanged, so it serves both directions. For a small temperature difference the conductance is

$$G=\frac1{2\pi}\int_0^\infty\omega\,T(\omega)\,\frac{\partial n}{\partial\theta}\,d\omega
=\frac{\theta}{2\pi}\int_0^\infty W(x)\,T(x\theta)\,dx,\qquad W(x)=\frac{x^2e^x}{(e^x-1)^2},$$

with $x=\omega/\theta$. Integration by parts gives $\int_0^\infty W\,dx=2\int_0^\infty x\,dx/(e^x-1)=\pi^2/3$. Relative to $T=1$, the conductance is therefore

$$g=\frac{3}{\pi^2}\int_0^\infty W(x)\,T(x\theta)\,dx .$$

*Low temperature.* For $\theta\ll v_2/d$ the phase $\varphi=x\theta d/v_2$ is small wherever $W$ matters. The waves are too long to resolve the layer, and $g\to0.64$.

*High temperature.* For $\theta\gg v_2/d$, $T$ oscillates many times while $W$ changes little, so $T$ may be replaced by its average over a period. With $w=\tan\varphi$ and $d\varphi=\cos^2\varphi\,dw$,

$$\overline T=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{16\,d\varphi}{25\cos^2\varphi+16\sin^2\varphi}
=\frac{16}{\pi}\int_{-\infty}^{\infty}\frac{dw}{25+16w^2}=\frac{16}{5\times4}=0.80 .$$

Adding energies instead of amplitudes gives the same value. Each interface transmits $1-1/9=8/9$ of the flux, and the sum over internal bounces is $(8/9)^2/(1-1/81)=64/80=0.80$.

The energy that sets the scale of the crossover is $\hbar v_2/d=0.0003$ eV. Numerical integration gives $g=0.642$, $0.762$ and $0.800$ at thermal energies of $0.00001$, $0.0001$ and $0.001$ eV. At $0.0001$ eV, a third of the scale energy, $g$ has thus already made about three quarters of its rise from $0.64$ to $0.80$: phonons with energies of several $\theta$ also carry heat, and they resolve the layer first. In this channel the layer raises the high-temperature conductance from 64 to 80 percent of the perfect value, not to 100 percent, because heat is carried by a broad band of frequencies.

A real contact also needs a sum over angles and polarizations. At still higher temperatures the thermal wavelengths approach the atomic spacing and the continuum formula fails. The values for both the wave and the heat problem are collected in the numerical output below.

## Numbers as computed

```
Impedances Z1, Z2, Z3 (relative): 1.0 2.0 4.0
Layer thickness d = 100 angstrom
hbar v2 = 0.03 eV angstrom
hbar v1, hbar v3 in the check = 0.02, 0.05 eV angstrom
Wavelength in layer at design energy = 400.0 angstrom
Design energy E0 = 0.000471 eV
Design frequency E0/h = 0.1139 THz
Twice the design energy = 0.000942 eV
Transmission at 0.5 E0 = 0.7805
Transmission at 1 E0 = 1.0000
Transmission at 1.5 E0 = 0.7805
Transmission at 2 E0 = 0.6400
Transmission at 3 E0 = 1.0000
Transmission at 4 E0 = 0.6400
Transmission of bare 1|4 contact = 0.6400
Best quarter-wave layer impedance (scan) = 2.00
Transmission at E0 with Z2 = 2.5: 0.9518
Front reflection amplitude = -0.3333
At 1 E0: first echo 0.2963, all echoes 0.3333, total reflection -0.0000
At 1 E0: reflected flux fraction 0.0000
At 2 E0: first echo -0.2963, all echoes -0.2667, total reflection -0.6000
At 2 E0: reflected flux fraction 0.3600
Single-interface transmissions 1|2, 2|4 = 0.8889, 0.8889
Phase-averaged transmission = 0.8000
Incoherent ray sum = 0.8000
Crossover thermal energy hbar v2/d = 0.000300 eV
Relative conductance at kT = 0.00001 eV: 0.6420
Relative conductance at kT = 0.00010 eV: 0.7615
Relative conductance at kT = 0.00100 eV: 0.8000
```
